\section*{A Side Orbital on a Tight-Binding Chain: Transmission Zero and Fano Lineshape}

\section*{Problem}

An infinite chain of sites $n=\dots,-1,0,1,\dots$ has site energy $0$ and nearest-neighbour hopping $-t$, with $t>0$. A side orbital of energy $\varepsilon_d$ is coupled to site $0$ alone, with matrix element $-v$ and $v\neq0$. Site $0$ may also carry a potential $U$, which scatters the electron directly and shifts its phase. All parameters are real. The electrons are non-interacting and coherent, and spin plays no part.

With $\psi_n$ the amplitude on site $n$ and $\phi$ that on the side orbital, the Schr\"odinger equation reads
\begin{align}
E\psi_n&=-t(\psi_{n-1}+\psi_{n+1})\qquad(n\neq0),\label{chain}\\
(E-U)\psi_0&=-t(\psi_{-1}+\psi_1)-v\phi,\label{site0}\\
(E-\varepsilon_d)\phi&=-v\psi_0.\label{side}
\end{align}
A plane wave $e^{ikn}$ solves \eqref{chain} if $E=-2t\cos k$. For $0<k<\pi$ the derivative $dE/dk=2t\sin k$ is positive, so $e^{ikn}$ travels to the right. Define
\[
B(E)=2t\sin k=\sqrt{4t^2-E^2},\qquad x=E-\varepsilon_d,
\]
and assume $|\varepsilon_d|<2t$, so that the orbital energy lies inside the band. A wave of unit amplitude comes in from the left.

\begin{enumerate}
\item[(a)] Show that the transmission vanishes at $E=\varepsilon_d$ for every $U$. What is $\phi$ there?
\item[(b)] Find the transmission amplitude $\tau(E)$ at any energy in the band.
\item[(c)] Describe $T(E)=|\tau|^2$ for $U=0$.
\item[(d)] For $U\neq0$, bring $T$ to the Fano form $T_{\rm bg}(\epsilon+q)^2/(\epsilon^2+1)$, where $\epsilon$ is a shifted and scaled energy. Relate $q$ to the phase produced by $U$ alone, and find where $T=1$.
\item[(e)] Evaluate the results for $t=1$, $\varepsilon_d=0.5$, $v=0.3$ and $U=2$, all in eV. How good is a Fano curve with constant parameters?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Set $E=\varepsilon_d$ in \eqref{side} before doing anything else.
\item[(b)] For $x\neq0$, eliminate $\phi$. The side orbital then acts as an energy-dependent potential on site $0$.
\item[(c)] Treat $B$ as constant over the width of the feature.
\item[(d)] The denominator of $T$ is quadratic in $x$ if $B$ is held as a parameter. Complete the square.
\item[(e)] Ask how much $B$ changes over one resonance width.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The zero}

Write the scattering state as
\begin{equation}
\psi_n=e^{ikn}+r\,e^{-ikn}\quad(n\le0),\qquad \psi_n=\tau e^{ikn}\quad(n\ge0).\label{ansatz}
\end{equation}
Both forms hold at $n=0$, because \eqref{chain} at $n=\mp1$ fixes $\psi_0$ as the continuation of the wave on either side. Hence
\begin{equation}
\psi_0=1+r=\tau.\label{match}
\end{equation}
At $E=\varepsilon_d$ the left side of \eqref{side} is zero. Since $v\neq0$, this forces $\psi_0=0$, so
\[
\tau=0,\qquad r=-1,
\]
and $U$ has not entered: it multiplies $\psi_0$, which vanishes.

Equation \eqref{site0} now gives the side orbital. With $\psi_0=\psi_1=0$ and $\psi_{-1}=e^{-ik}-e^{ik}=-2i\sin k$,
\[
0=-t\psi_{-1}-v\phi\quad\Rightarrow\quad \phi=-\frac{t\psi_{-1}}{v}=\frac{2it\sin k}{v}=\frac{iB}{v}.
\]
The orbital is occupied. Its contribution $-v\phi$ at site $0$ cancels the contribution $-t\psi_{-1}$ of the chain, so the zero is destructive interference at site $0$. A weaker coupling needs a larger $|\phi|$ to achieve the same cancellation.

\subsection*{(b) The transmission amplitude}

For $x\neq0$, \eqref{side} gives $\phi=-v\psi_0/x$. Then $-v\phi=+v^2\psi_0/x$, and moving this term to the left of \eqref{site0} yields
\[
(E-W)\psi_0=-t(\psi_{-1}+\psi_1),\qquad W=U+\frac{v^2}{x}.
\]
Insert \eqref{ansatz} and $r=\tau-1$:
\[
\psi_{-1}+\psi_1=e^{-ik}+(\tau-1)e^{ik}+\tau e^{ik}=-2i\sin k+2\tau e^{ik}.
\]
Therefore
\[
(E-W)\tau=iB-2t\tau e^{ik}
\quad\Rightarrow\quad
(E+2te^{ik}-W)\tau=iB .
\]
Since $E=-2t\cos k$, the sum $E+2te^{ik}$ equals $2it\sin k=iB$. Thus $(iB-W)\tau=iB$, and multiplication by $-i$ gives
\begin{equation}
\tau=\frac{B}{B+iW}=\frac{Bx}{Bx+i(Ux+v^2)}.\label{tau}
\end{equation}
The last form was derived for $x\neq0$, but at $x=0$ it gives $\tau=0$, in agreement with (a), so it holds throughout the band.

The incoming and outgoing waves have the same speed, so $|\tau|^2$ and $|r|^2$ are the transmission and reflection probabilities. From $r=\tau-1=-iW/(B+iW)$ they add up to $(B^2+W^2)/(B^2+W^2)=1$, as they must.

The squared modulus of \eqref{tau} is
\begin{equation}
T=\frac{B^2x^2}{B^2x^2+(Ux+v^2)^2}.\label{T}
\end{equation}
Close to the zero the denominator tends to $v^4$, so $T\simeq B^2x^2/v^4$. To this leading order the curve does not depend on $U$. The asymmetry enters at the next order in $x$.

\subsection*{(c) No direct scatterer}

For $U=0$, division of \eqref{T} by $B^2$ gives
\[
T=\frac{x^2}{x^2+(v^2/B)^2}.
\]
With $B$ constant this is a symmetric dip that reaches $T=\tfrac12$ at $x=\pm v^2/B$ and returns to $T=1$ far away. The side orbital alone therefore produces the zero. In the model of the problem, where only site $0$ can carry a potential, the line is symmetric for $U=0$ as long as $B$ is constant.

\subsection*{(d) With the direct scatterer}

First take $U$ without the orbital. Then $W=U$ and
\[
\tau_{\rm bg}=\frac{B}{B+iU}=\frac{B(B-iU)}{B^2+U^2}=\cos\delta\,e^{i\delta},\qquad \tan\delta=-\frac{U}{B},
\]
with $|\delta|<\pi/2$. The background transmission is $T_{\rm bg}=\cos^2\delta=B^2/(B^2+U^2)$.

Now restore the orbital and write $D=B^2+U^2$. The denominator of \eqref{T} is
\begin{align*}
Dx^2+2Uv^2x+v^4
&=D\left(x+\frac{Uv^2}{D}\right)^2+v^4-\frac{U^2v^4}{D}\\
&=D\left[\left(x+\frac{Uv^2}{D}\right)^2+\frac{v^4B^2}{D^2}\right],
\end{align*}
where $v^4(D-U^2)/D=v^4B^2/D$ was used. This suggests the definitions
\begin{equation}
\Delta=-\frac{Uv^2}{D},\qquad \frac{\Gamma}{2}=\frac{v^2B}{D},\qquad \epsilon=\frac{x-\Delta}{\Gamma/2}.\label{pars}
\end{equation}
The denominator becomes $D(\Gamma/2)^2(\epsilon^2+1)$. In the numerator,
\[
x=\frac{\Gamma}{2}\epsilon+\Delta=\frac{\Gamma}{2}(\epsilon+q),\qquad q=\frac{\Delta}{\Gamma/2}=-\frac{U}{B}=\tan\delta .
\]
The factors $(\Gamma/2)^2$ cancel, which leaves
\begin{equation}
T=T_{\rm bg}\,\frac{(\epsilon+q)^2}{\epsilon^2+1},\qquad q=\tan\delta.\label{fano}
\end{equation}
The Fano parameter is the tangent of the phase that the direct scatterer imposes. For $U=0$ it is zero, and the dip of (c) is recovered.

Equation \eqref{fano} is an identity if $B$ is evaluated at each energy. It is a Fano lineshape in the usual sense, with constant $q$, $\Gamma$, $\Delta$ and $T_{\rm bg}$, when $B$ hardly changes across the resonance. A small $v$ and an $\varepsilon_d$ away from the band edges, where $B\to0$, ensure this.

From \eqref{tau}, $T=1$ where $W=0$, that is at
\[
E=\varepsilon_d-\frac{v^2}{U},
\]
provided this lies in the band. The maximum is below the zero for $U>0$ and above it for $U<0$. The Fano form agrees: $(\epsilon+q)^2\le(\epsilon^2+1)(1+q^2)$, with equality at $\epsilon=1/q$, and $T_{\rm bg}(1+q^2)=(B^2/D)(D/B^2)=1$.

The opposite limit to (c) is $|U|\gg B$. Then $T_{\rm bg}q^2=U^2/D\to1$, and for $|\epsilon|\ll|q|$ equation \eqref{fano} becomes $T\simeq1/(\epsilon^2+1)$. This is a nearly symmetric transmission peak of half width about $v^2B/U^2$ in an almost opaque background. The zero remains at $\epsilon=-q$, many half widths away.

\subsection*{(e) Numbers}

At $E=\varepsilon_d$, $B=\sqrt{4-0.25}=1.9365$ eV and $D=3.75+4=7.75$ eV$^2$. Hence
\begin{align*}
q&=-\frac{2}{1.9365}=-1.033,& \delta&=-0.8015\ \text{rad}=-45.9^\circ,\\
T_{\rm bg}&=\frac{3.75}{7.75}=0.484,& |\phi|&=\frac{1.9365}{0.3}=6.455,\\
\Delta&=-\frac{2(0.09)}{7.75}=-0.0232\ \text{eV},& \frac{\Gamma}{2}&=\frac{0.09(1.9365)}{7.75}=0.0225\ \text{eV}.
\end{align*}
Here $|\phi|$ is the value at the zero. The maximum lies at $0.5-0.09/2=0.455$ eV and the zero at $0.500$ eV. The centre $\varepsilon_d+\Delta=0.477$ eV is neither of the two. Selected values of $T$ are:

\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & $U=0$ & $U=2$ eV\\
0.300 & 0.951 & 0.619\\
0.455 & 0.487 & 1.000\\
0.480 & 0.157 & 0.376\\
0.500 & 0.000 & 0.000\\
0.520 & 0.156 & 0.081\\
0.700 & 0.945 & 0.369
\end{tabular}
\end{center}

At $0.02$ eV on either side of the zero, the two values for $U=0$ are almost equal, while for $U=2$ eV they differ by a factor of more than four. At $0.300$ and $0.700$ eV the values for $U=2$ eV still lie on opposite sides of $T_{\rm bg}$. The main reason is the slow tail of the Fano form,
\[
\frac{(\epsilon+q)^2}{\epsilon^2+1}=1+\frac{2q\epsilon+q^2-1}{\epsilon^2+1}\simeq1+\frac{2q}{\epsilon},
\]
whose correction $2q/\epsilon$ changes sign with $\epsilon$. The background $B^2/(B^2+U^2)$ itself falls from $0.494$ at $0.300$ eV to $0.467$ at $0.700$ eV, which adds a smaller part in the same direction.

For $U=0$ the constant-$B$ half width is $0.09/1.9365=0.0465$ eV. The actual half-transmission points, $0.4538$ and $0.5468$ eV, lie $0.0462$ eV below and $0.0468$ eV above the zero. They satisfy $|x|=v^2/B(E)$, and $B$ falls with energy for $E>0$, so the upper distance is the larger.

To judge the constant-parameter curve, freeze $B$ at $\varepsilon_d$. Since $dB/dE=-E/B$, the relative change of $B$ over an energy $\delta E$ is about $-\varepsilon_d\,\delta E/B^2$. At fixed $\epsilon$, $\delta E$ is proportional to $v^2$, so for $\varepsilon_d\neq0$ the leading error is too. The largest absolute error in $T$ over $|\epsilon|\le10$ is $0.016$ for $v=0.3$ eV, $0.0017$ for $0.1$ eV and $0.00044$ for $0.05$ eV. Halving $v$ from $0.1$ to $0.05$ eV reduces it by a factor of $3.9$, close to the expected $4$. A free four-parameter Fano fit at $v=0.05$ eV returns $q=-1.033$, the value of $\tan\delta$.

The numerical output comes from a direct solution of \eqref{chain}--\eqref{side} that keeps $\phi$ as an unknown. It agrees with \eqref{tau} to rounding error at all sampled energies.

\section*{Variation 1: the scatterer sits elsewhere}

\emph{Move $U$ to another site, or add several real potentials. Does the zero stay at $\varepsilon_d$?}

Equation \eqref{side} is unchanged, so $\psi_0=0$ at $E=\varepsilon_d$. For a site $n\ge1$ with real potential $U_n$, multiply $(E-U_n)\psi_n=-t(\psi_{n-1}+\psi_{n+1})$ by $\psi_n^*$ and take the imaginary part. The left side is real, so
\[
\operatorname{Im}(\psi_n^*\psi_{n+1})=-\operatorname{Im}(\psi_n^*\psi_{n-1})=\operatorname{Im}(\psi_{n-1}^*\psi_n).
\]
This quantity, proportional to the current, is the same on every bond to the right of site $0$. On the first bond it is $\operatorname{Im}(\psi_0^*\psi_1)=0$. Far to the right, where $\psi_n=\tau e^{ikn}$, it is $|\tau|^2\sin k$. Hence $\tau=0$, and the zero stays. The numerical solution confirms this for scatterers on both sides of site $0$ and for four orbital energies.

\section*{Variation 2: a path around site 0}

\emph{Add a hopping $-s$ between sites $-1$ and $1$. What is $T$ at $E=\varepsilon_d$?}

Again $\psi_0=0$, but the electron can now avoid site $0$. Use the waves \eqref{ansatz} for $n\le-1$ and $n\ge1$ only. At site $-1$ the term $t\psi_0+s\psi_1$ replaces the continued wave $t(1+r)$, and at site $1$ the term $t\psi_0+s\psi_{-1}$ replaces $t\tau$. With $\psi_0=0$ and $a=s/t$,
\[
1+r=a\tau e^{ik},\qquad \tau=a(e^{-ik}+re^{ik}).
\]
Eliminating $r$ gives $\tau(1-a^2e^{2ik})=-2ia\sin k$. Since $|1-a^2e^{2ik}|^2=1-2a^2\cos2k+a^4=(1-a^2)^2+4a^2\sin^2k$,
\[
T(\varepsilon_d)=\frac{4a^2\sin^2k}{(1-a^2)^2+4a^2\sin^2k}.
\]
For $s=0.2$ eV, $\sin^2k=3.75/4=0.9375$ and $T=0.15/(0.9216+0.15)=0.140$, as in the numerical output. The zero at $\varepsilon_d$ thus depends on every path passing through site $0$.

Eliminating site $0$ at other energies shows where the zero has gone. The amplitude that couples sites $-1$ and $1$ is $-s+t^2/(E-W)$, and transmission vanishes where this is zero, at $E-W=t^2/s$. Since $W=U+v^2/x$, this condition reads $(E-U-t^2/s)(E-\varepsilon_d)=v^2$, which has two real roots, one on each side of $\varepsilon_d$. Each root that lies in the band is a zero. For the parameters of (e) with $s=0.2$ eV the roots are $0.486$ eV, inside the band, and $7.01$ eV, outside it. For $U=0$ and $s=1$ eV both roots, $0.36$ and $1.14$ eV, are in the band and $T$ has two zeros.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 1.00 eV, orbital energy e_d = 0.50 eV
coupling v = 0.30 eV, scatterer U = 2.00 eV
k at e_d = 1.8235 rad
B at e_d = 1.9365 eV
largest |tau - formula| over band = 3.0e-15
largest |T + R - 1| over band = 2.2e-15
largest |T - Fano identity| over band = 1.9e-15
largest |tau| at orbital energy, 16 cases = 7.0e-16
side-orbital amplitude |phi| at zero = 6.4550
T/x^2 near zero, U = 0: 462.96 eV^-2
T/x^2 near zero, U = 2 eV: 462.96 eV^-2
T at e_d with bypass hopping 0.2 eV = 0.1400
U = 0: half width v^2/B = 0.04648 eV
U = 0: T = 1/2 at E = 0.45379 eV and 0.54678 eV
phase delta of scatterer alone = -0.8015 rad
phase delta of scatterer alone = -45.92 deg
background T_bg = 0.4839
Fano q = -1.0328
shift Delta = -0.02323 eV
half width Gamma/2 = 0.02249 eV
full width Gamma = 0.04498 eV
resonance centre e_d + Delta = 0.47677 eV
U = +2 eV: maximum T = 1.000000 at E = 0.45500 eV
U = -2 eV: maximum T = 1.000000 at E = 0.54500 eV
E (eV)   T for U = 0   T for U = 2 eV
0.300    0.9508        0.6194
0.400    0.8258        0.7604
0.455    0.4867        1.0000
0.480    0.1569        0.3762
0.500    0.0000        0.0000
0.520    0.1555        0.0811
0.545    0.4807        0.1879
0.600    0.8180        0.3021
0.700    0.9455        0.3690
constant-parameter error in T, v = 0.30 eV: 1.57e-02
constant-parameter error in T, v = 0.10 eV: 1.73e-03
constant-parameter error in T, v = 0.05 eV: 4.43e-04
error ratio, v = 0.10 to 0.05 eV: 3.905
fit at v = 0.05 eV: T_bg = 0.4839, q = -1.0327
fit: Delta = -0.6451 meV, Gamma/2 = 0.6252 meV
formula: Delta = -0.6452 meV, Gamma/2 = 0.6247 meV
\end{verbatim}
